Two Derivations of the Suzuki–Chin Fourth-Order Propagator with Positive Steps

**What goes wrong without it**

Path-integral Monte Carlo replaces exp(−τH), with H = T + V, by a product of factors that are known separately. The simplest symmetric choice is the primitive factorization

e^(−τV/2) e^(−τT) e^(−τV/2).

Its free-energy error falls only as τ². In the double well treated below, a ring of 32 such links misses the free energy by 3.3×10⁻⁴ eV, nearly a tenth of the tunnelling splitting of 3.5×10⁻³ eV.

One could try to gain accuracy by joining three primitive steps of lengths s₁τ, s₀τ, s₁τ. The lengths must add up to τ, and the cubic errors must cancel:

2s₁ + s₀ = 1,  2s₁³ + s₀³ = 0.

The second condition gives s₀ = −2^(1/3) s₁, so one step is negative. A kinetic factor of negative duration −t multiplies a state of momentum p by exp(+t p²/2m), which grows without bound. It has no Gaussian position kernel to sample.

The Suzuki–Chin factorization reaches fourth order with positive steps:

S(τ) = e^(−τV/6) e^(−τT/2) e^(−2τW/3) e^(−τT/2) e^(−τV/6),  (1)

W = V + (τ²/48) [V,[T,V]],  (2)

S(τ) = e^(−τH) + O(τ⁵).  (3)

**Conventions and the double commutator**

The algebra uses atomic units, and τ is an inverse energy. The potential V is local and smooth. One step S contains two kinetic links of duration τ/2; the factor 1/48 belongs to this definition of τ. Equation (3) is an identity between power series in τ. For matrices the series of S and of e^(−τH) converge for every τ, since both are products of matrix exponentials; the series of log S, used in the first derivation, is guaranteed to converge only at small τ. For the unbounded operators of a real particle the expansion is asymptotic, and V and the states must be regular enough for the commutators to make sense.

For one coordinate, T = −(1/2m) d²/dx². Acting on a function ψ,

[T,V]ψ = −(1/2m)(V″ψ + 2V′ψ′).

A second commutator gives

[V,[T,V]]ψ = −(1/2m) V(V″ψ + 2V′ψ′) + (1/2m)(V″Vψ + 2V′(Vψ)′).

Since (Vψ)′ = V′ψ + Vψ′, everything cancels except one term:

G ≡ [V,[T,V]] = V′²/m.  (4)

With several coordinates, T is a sum of such terms and G = Σᵢ |∇ᵢV|²/mᵢ. Thus G is an ordinary non-negative function of position, and W is as easy to exponentiate as V.

**First derivation: the logarithm of the product**

Let X and Y be of first order in τ. The cubic part of log(e^(X/2) e^Y e^(X/2)) is needed. The product is symmetric, so changing the signs of X and Y gives its inverse. Its logarithm is therefore odd and has no quadratic or quartic part. Because the quadratic part vanishes, the cubic part of the logarithm is the cubic part of the product minus (X+Y)³/6.

Expanding the three exponentials gives these coefficients:

- XXY and YXX have 1/8 each, and XYX has 1/4.
- XYY and YYX have 1/4 each, and YXY has 0.
- XXX and YYY have 1/6 each.

Subtracting 1/6 from each leaves

−(1/24)(XXY − 2XYX + YXX) + (1/12)(XYY − 2YXY + YYX).

The first bracket is [X,[X,Y]], and the second is −[Y,[X,Y]]. Hence

log(e^(X/2) e^Y e^(X/2)) = X + Y − (1/24)[X,[X,Y]] − (1/12)[Y,[X,Y]] + O(τ⁵).  (5)

Now set A = −τT, B = −τV and K = [A,B]. Let the end potentials have weight v and the middle one w = 1 − 2v, with no correction yet. For the inner three factors, X = A and Y = wB, so their logarithm is

Z = A + wB − (w/24)[A,K] − (w²/12)[B,K] + O(τ⁵).

The outer factors require X = 2vB and Y = Z in (5). To the order needed,

[X,Y] = −2vK,
[X,[X,Y]] = −4v²[B,K],
[Y,[X,Y]] = −2v[A,K] − 2vw[B,K].

Collecting terms,

log S = A + B + a[A,K] + b[B,K] + O(τ⁵),  (6)

a = v/6 − w/24 = (6v − 1)/24,

b = v²/6 + vw/6 − w²/12 = (−1 + 6v − 6v²)/12.

The two error terms differ in kind. [B,K] = −τ³G is a function of position and can be absorbed into the potential. [A,K] = −τ³[T,[T,V]] contains the operator (V″/m²) d²/dx² and cannot. For the step itself to match e^(−τH) as an operator, it must vanish through the choice of weight, which requires

v = 1/6,  w = 2/3.

At this value b = (−1 + 1 − 1/6)/12 = −1/72. The remaining error is not zero, so within this family weights alone do not give fourth order.

Let C be a cubic term added to the middle exponent. Its commutators with A and B are of fourth order or higher, so through third order it simply adds to the logarithm. Cancellation requires

C = +(1/72)[B,K] = −(τ³/72)G = −(2τ/3)(τ²/48)G.

This is (2), with its sign and its factor. Since W is even in τ, the product still satisfies S(−τ)S(τ) = 1. The logarithm remains odd, its quartic part vanishes, and (3) follows.

**Second derivation: quadrature in imaginary time**

This route works with the history of V under free motion and never takes a logarithm. Define V(s) = e^(sT) V e^(−sT) and U(s) = e^(sT) e^(−sH). Differentiation gives dU/ds = −V(s)U(s). Iterating from U(0) = 1,

e^(−τH) = e^(−τT) [1 − ∫V(s)ds + ∫∫V(s)V(s′)ds ds′ − …],  (7)

where times run from 0 to τ and later times stand on the left.

Let h = τ/2 and write V₊ = V(τ), V₀ = V(h), V₋ = V(0). Moving the kinetic factors of (1) to the left turns the product into

S = e^(−τT) e^(−vτV₊) e^(−(1−2v)τV₀ + δ) e^(−vτV₋),  (8)

where δ is an unknown correction of order τ³. Comparing (7) with (8) is a quadrature problem: three nodes must reproduce the ordered integrals. The match must hold when V is multiplied by any number, so each power of V is compared separately, with δ counted as quadratic in V.

With σ = s − h, V₁ = [T,V₀] and V₂ = [T,V₁],

V(s) = V₀ + σV₁ + σ²V₂/2 + ….

*First power of V.* The integral is τV₀ + τ³V₂/24 + O(τ⁵). The nodes give τV₀ + vτh²V₂ = τV₀ + vτ³V₂/4, up to O(τ⁵), because odd powers of σ cancel. Equality requires v = 1/6. These are the weights of Simpson's rule.

*Second power.* Over the region σ > σ′,

∫∫σ = ∫σ(σ + h)dσ = τ³/12,  ∫∫σ′ = −τ³/12,

∫∫σ² = ∫∫σ′² = hτ³/12 = τ⁴/24,  ∫∫σσ′ = 0.

The ordered integral is therefore

τ²V₀²/2 + (τ³/12)[V₁,V₀] + (τ⁴/48)(V₂V₀ + V₀V₂) + O(τ⁵).

The quadratic terms of the three exponentials are

τ²{(V₊² + V₋²)/72 + 2V₀²/9 + (V₊V₀ + V₀V₋)/9 + V₊V₋/36}.

Insert V± = V₀ ± hV₁ + h²V₂/2:

- V₀² has coefficient 2/72 + 2/9 + 2/9 + 1/36 = 1/2, as required.
- [V₁,V₀] has coefficient h(1/9 + 1/36) = 5τ/72.
- V₁² has coefficient h²(2/72 − 1/36) = 0, as required.
- V₂V₀ + V₀V₂ has coefficient h²(1/72 + 1/18 + 1/72) = τ²/48, as required.

One mismatch remains. The integral contains (6/72)τ³[V₁,V₀], while the nodes give (5/72)τ³[V₁,V₀]. Three nodes register too little of the time ordering. The deficit fixes

δ = (τ³/72)[V₁,V₀] = −(τ³/72)[V₀,[T,V₀]].

Undoing the free motion replaces V₀ by V, and δ becomes −(2τ/3)(τ²/48)G, in agreement with (2).

*Third power.* The leading terms are −τ³V₀³/6 on both sides. At order τ⁴ one displacement σ enters. For σ₁ > σ₂ > σ₃,

∫∫∫σ₁ = ∫σ₁(σ₁ + h)²/2 dσ₁ = hτ³/12 = τ⁴/24.

By reflection σ₃ gives −τ⁴/24 and σ₂ gives zero. The exact term is −(τ⁴/24)[V₁,V₀²].

For the nodes, all cubic terms together have coefficient 1/6. Those without V₊ have (5/6)³/6 = 125/1296, and the one with V₋ alone has 1/1296. The leftmost factor thus contributes

h(216 − 125 − 1)/1296 = 5h/72 = 5τ/144.

Reflection gives the opposite value for the rightmost factor and zero for the middle one, so the nodes yield −(5τ⁴/144)[V₁,V₀²]. The product of δ with one further V adds

−(τ/2)(V₀δ + δV₀) = −(τ⁴/144)[V₁,V₀²],

because [V₁,V₀²] = [V₁,V₀]V₀ + V₀[V₁,V₀]. The factor 1/2 is 1/6 from an end plus half of 2/3 from the middle. The sum is −(6τ⁴/144)[V₁,V₀²], the exact term.

*Fourth power.* Both sides give τ⁴V₀⁴/24. All terms through τ⁴ agree, which is (3) again.

**What each derivation assumes**

Both treat τ as a formal expansion parameter, and both fix the layout beforehand: three potential factors, two equal kinetic factors, and a correction placed in the middle. Within that layout both find the same weights and the same correction.

The first assumes that the product has a logarithm and uses its reversal symmetry to dispose of the fourth order unseen. In return it supplies an effective Hamiltonian, S = exp{−τ(H + τ⁴E + …)}, with E built from fifth-order commutators. At fixed β = Pτ, first-order perturbation theory then gives a free-energy error τ⁴⟨E⟩, provided that this thermal average is finite.

The second needs neither the logarithm nor the reversal argument, since it checks the fourth order term by term. It assumes that V(s) can be expanded about the midpoint. It shows where the parts come from: the weights integrate V along free motion, and the commutator repairs the time ordering. It does not directly yield the effective Hamiltonian.

**The uncorrected action**

If G is left out, (6) gives the effective Hamiltonian H − τ²G/72 + …, and hence the leading free-energy error

ΔF(uncorrected) = −(τ²/72)⟨G⟩.  (9)

For comparison, take the primitive action with the same number of links, each of duration τ′ = τ/2. Equation (5) with X = B and Y = A gives

H + (τ′²/24)G + (τ′²/12)[T,[T,V]] + ….

In thermal equilibrium ⟨[H,Q]⟩ = 0 for any regular operator Q. Choosing Q = [T,V] gives ⟨[T,[T,V]]⟩ = −⟨G⟩. Therefore

ΔF(primitive) = −(τ′²/24)⟨G⟩ = −(τ²/96)⟨G⟩.  (10)

At leading order the weights 1/6, 2/3, 1/6 without the correction are worse than the primitive action by a factor 96/72 = 4/3.

Equation (10) also shows that a fourth-order free energy does not need these weights. Replacing V by V + τ′²G/24 in the primitive step (the Takahashi–Imada action) cancels the τ′² term in the trace, although the step still differs from e^(−τ′H) at third order as an operator. In the double well below it misses the free energy by −1.8×10⁻⁶ eV with 32 links, less than (1) does, but it needs forces on every bead. What (1) adds is fourth order for the operator itself, with forces on half of the beads.

A constant force f, with V = −fx, is a useful limit. Then G = f²/m is a number and [T,[T,V]] = 0, so the logarithm ends at third order. The corrected product equals e^(−τH) as an algebraic identity, and the correction removes a pure energy shift −τ²f²/(72m). No thermal equilibrium exists in this limit, so (10) does not apply: the primitive step shifts the energy by +τ′²f²/(24m).

**The ring of beads**

The free kernel of duration τ/2 is

⟨x|e^(−τT/2)|y⟩ = √(m/(πτ)) exp[−m(x − y)²/τ].

Inserting positions between all factors of Tr S^P gives a closed ring of 2P beads. The end weights of neighbouring steps merge to 1/6 + 1/6 = 1/3. For one particle in one dimension,

Tr S^P = (m/(πτ))^P ∫dx₁…dx₂ₚ e^(−Φ),

Φ = Σⱼ m(xⱼ₊₁ − xⱼ)²/τ + (τ/3) Σ_even V + (2τ/3) Σ_odd [V + τ²V′²/(48m)].

The integrand is positive, and forces are needed on half of the beads. For fermions, the signs of exchange permutations remain; a better action does not remove them.

Singular potentials need care. For an attractive Coulomb potential −Z/r, an even bead carries the factor exp[τZ/(3r)]. Its integral with r²dr diverges at r = 0, so this action cannot be used there without first regularizing the potential. The primitive action fails in the same way, since the cause is that V falls to −∞ as 1/r.

**Worked example: a double well**

A particle of proton mass moves in the model potential V = D[(x/a)² − 1]², with D = 0.25 eV, a = 0.40 Å and kT = 0.025 eV. Thus β = 40 eV⁻¹, and ħ²/m = 4.150×10⁻³ eV Å² replaces 1/m in (4). Diagonalizing H in a sinc basis gives the reference free energy F = 0.088750 eV (0.0032615 hartree) for this model. The bead integrals are done by quadrature, without sampling noise.

For P = 16, τ = 40/16 = 2.5 eV⁻¹. At x = 0.20 Å the potential is 0.1406 eV and its slope is −0.9375 eV/Å. The midpoint correction is

(2.5²/48) × 4.150×10⁻³ × 0.9375² = 4.75×10⁻⁴ eV,

about 0.3% of V at that point.

The free-energy errors relative to the reference, in eV and at equal numbers of links 2P, are:

P | primitive | uncorrected | full
8 | −1.27×10⁻³ | −1.61×10⁻³ | −6.3×10⁻⁵
16 | −3.29×10⁻⁴ | −4.32×10⁻⁴ | −4.6×10⁻⁶
32 | −8.30×10⁻⁵ | −1.10×10⁻⁴ | −3.0×10⁻⁷
128 | −5.20×10⁻⁶ | −6.94×10⁻⁶ | −1.2×10⁻⁹

Between P = 64 and P = 128 the observed orders are 2.00, 2.00 and 4.00. At P = 128, τ = 0.3125 eV⁻¹, and the thermal mean of V′² is 1.233 eV²/Å². Equation (9) predicts

−(0.3125²/72) × 4.150×10⁻³ × 1.233 = −6.94×10⁻⁶ eV,

as found. Three quarters of this is −5.2×10⁻⁶ eV, the primitive error expected from (10).

To match the full action with 32 links, the primitive action needs 272 links, 8.5 times as many. This ratio belongs to this potential, temperature and accuracy. Since the errors scale as τ⁴ and τ², it grows as the required error shrinks. The numerical check checks the operator algebra in exact arithmetic and the convergence orders numerically.

Numbers as computed

```
Cubic coefficient of [A,[A,B]] at end weight 1/6: 0
Cubic coefficient of [B,[A,B]] at end weight 1/6: -1/72
First order in tau where S and exp(-tau H) differ: 5
Harmonic, u = 1.0: omega_eff/omega - 1, full action: -2.1834e-04
Harmonic, u = 1.0: same, primitive with two links: -1.0134e-02
Harmonic six-bead ring, u = 1.0: Z from bead action 0.23490621, closed form 0.23490621
Barrier D = 0.25 eV, half distance a = 0.40 angstrom, kT = 0.025 eV
beta = 40.0 1/eV, hbar^2/m = 4.149962e-03 eV angstrom^2
Lowest levels: 0.104424 eV, 0.107924 eV; splitting 0.003500 eV
Reference free energy: 0.08874986 eV = 0.00326150 hartree
Thermal mean of V'^2: 1.23299 eV^2/angstrom^2
Free energy errors in eV (primitive uses 2P links):
   P   tau (1/eV)   primitive      uncorrected    full action
   8     5.0000    -1.2669e-03    -1.6070e-03    -6.3466e-05
  16     2.5000    -3.2871e-04    -4.3150e-04    -4.6405e-06
  32     1.2500    -8.3000e-05    -1.1021e-04    -3.0253e-07
  64     0.6250    -2.0803e-05    -2.7708e-05    -1.9112e-08
 128     0.3125    -5.2040e-06    -6.9368e-06    -1.1978e-09
Orders from the last two rows: primitive 1.999, uncorrected 1.998, full 3.996
Uncorrected error predicted at P = 128: -6.9402e-06 eV
Bead at x = 0.20 angstrom, P = 16: V = 0.140625 eV, V' = -0.9375 eV/angstrom
Midpoint correction there: 4.7493e-04 eV
Primitive links needed to match full action with 32 links: 272
```
